# Random Structure Search: Trials Needed and Minima Still Unseen: test program

```python
"""Random structure search: trials needed and Bayesian estimate of unseen minima.

Results under test
  N = ceil(ln(1-C)/ln(1-p))     trials for confidence C at hit probability p
  U = w(w+1)/(n-w-2)            expected number of unseen minima
  Q = w(w+1)/(n(n-1))           expected hit probability of all unseen minima
  P0 = (n-1)!(n-2)!/((n+w-1)!(n-w-2)!)   probability that no minimum is missing
n = trials, w = distinct minima found, K = unknown total number of minima.
Prior: K flat on 1,2,...; hit probabilities uniform on the simplex.
Example: eight atoms with Morse pair interactions, energies in eV, lengths in angstrom.
"""
import math
import numpy as np
import sympy as sp
from scipy.optimize import minimize
from scipy.special import gammaln

rng = np.random.default_rng(2024)


def trials_needed(p, confidence):
    return math.ceil(math.log(1 - confidence) / math.log1p(-p))


def bayes_formulas(n, w):
    """Closed forms: mean unseen, its standard deviation, P0, Q (n >= w+4)."""
    unseen = w * (w + 1) / (n - w - 2)
    factorial2 = w * (w + 1)**2 * (w + 2) / ((n - w - 2) * (n - w - 3))
    spread = math.sqrt(factorial2 + unseen - unseen**2)
    complete = math.exp(gammaln(n) + gammaln(n - 1)
                        - gammaln(n + w) - gammaln(n - w - 1))
    return np.array([unseen, spread, complete, w * (w + 1) / (n * (n - 1))])


def bayes_by_sum(n, w, k_max=20000):
    """The same four quantities by explicit summation over K."""
    k = np.arange(w, k_max, dtype=float)
    logs = gammaln(k + 1) + gammaln(k) - gammaln(k - w + 1) - gammaln(n + k)
    weight = np.exp(logs - logs.max())
    weight /= weight.sum()
    mean = weight @ (k - w)
    spread = math.sqrt(weight @ (k - w - mean)**2)
    return np.array([mean, spread, weight[0], weight @ ((k - w) / (n + k))])


# ---- trials formula against accumulated first-hit probabilities
for p in (0.01, 0.05, 0.2, 0.5):
    for confidence in (0.90, 0.95, 0.99):
        total, count = 0.0, 0
        while total < confidence:
            total += p * (1 - p)**count
            count += 1
        assert count == trials_needed(p, confidence)
    level = -math.log(0.05)
    excess = level / p + level / math.log1p(-p)
    assert abs(excess / level - 0.5 - p / 12) < p**2

# ---- likelihood for K=3, counts (3,2), by integration over the simplex
a, b = sp.symbols("a b", positive=True)


def simplex_mean(f):
    inner = sp.integrate(sp.expand(2 * f), (b, 0, 1 - a))
    return sp.integrate(sp.expand(inner), (a, 0, 1))


base = simplex_mean(a**3 * b**2)
fac = sp.factorial
assert 6 * base == fac(3) / fac(1) * fac(3) * fac(2) * fac(2) / fac(7)
assert simplex_mean(a**3 * b**2 * (1 - a - b)) / base == sp.Rational(3 - 2, 5 + 3)

# ---- closed forms against sums over K
for n, w in ((12, 3), (30, 5), (60, 20), (200, 9)):
    assert np.allclose(bayes_formulas(n, w), bayes_by_sum(n, w), rtol=1e-6)
for w in (1, 3, 8):
    n_rule = 2 * w * w + 3 * w + 2
    assert bayes_by_sum(n_rule, w)[0] <= 0.5 + 1e-6
    assert bayes_by_sum(n_rule - 1, w)[0] > 0.5 + 1e-4

# ---- simulated landscapes drawn from the prior, kept when n=30 gives w=5
# K is cut at 40: the posterior weight beyond that is negligible here
kept = []
for k in rng.integers(1, 41, size=40000):
    sizes = rng.dirichlet(np.ones(k))
    hits = rng.multinomial(30, sizes)
    if np.count_nonzero(hits) == 5:
        kept.append((k - 5, sizes[hits == 0].sum()))
sim_unseen, sim_volume = np.mean(kept, axis=0)
prior_case = bayes_formulas(30, 5)
assert len(kept) > 500
assert abs(sim_unseen - prior_case[0]) < 0.30   # more than five standard errors
assert abs(sim_volume - prior_case[3]) < 0.008

# ---- behaviour when the basin sizes do not follow the prior
k_true, n_test, repeats = 30, 60, 3000


def mean_total_estimate(hits):
    w = np.count_nonzero(hits, axis=1)
    return np.mean(w * (n_test - 1) / (n_test - w - 2))


equal = np.ones(k_true) / k_true
geometric = 0.7**np.arange(k_true)
geometric /= geometric.sum()
hits_geo = rng.multinomial(n_test, geometric, size=repeats)
est_equal = mean_total_estimate(rng.multinomial(n_test, equal, size=repeats))
est_geo = mean_total_estimate(hits_geo)
est_flat = mean_total_estimate(np.array(
    [rng.multinomial(n_test, rng.dirichlet(np.ones(k_true)))
     for _ in range(repeats)]))
assert est_equal > 1.2 * k_true and est_geo < 0.8 * k_true
singleton_mean = np.mean(np.sum(hits_geo == 1, axis=1)) / n_test
singleton_exact = np.sum(geometric * (1 - geometric)**(n_test - 1))
assert abs(singleton_mean - singleton_exact) < 0.005

# ---- Morse cluster
atoms, depth, r_pair, alpha = 8, 0.5, 2.5, 2.4
radius, min_start, bond_cut = 3.0, 1.5, 3.2
first, second = np.triu_indices(atoms, 1)
pair = np.zeros((len(first), atoms))
pair[np.arange(len(first)), first] = 1
pair[np.arange(len(first)), second] = -1


def distances(x):
    return np.sqrt(np.sum((pair @ x.reshape(atoms, 3))**2, axis=1))


def energy_gradient(x):
    d = pair @ x.reshape(atoms, 3)
    r = np.sqrt(np.sum(d * d, axis=1))
    e = np.exp(-alpha * (r - r_pair))
    slope = 2 * depth * alpha * e * (1 - e)
    return depth * np.sum(e * e - 2 * e), (pair.T @ (d * (slope / r)[:, None])).ravel()


def random_start():
    while True:
        v = rng.normal(size=(atoms, 3))
        v *= (radius * rng.random(atoms)**(1 / 3)
              / np.linalg.norm(v, axis=1))[:, None]
        if distances(v.ravel()).min() > min_start:
            return v.ravel()


def connected(r):
    link = np.eye(atoms)
    link[first, second] = link[second, first] = r < bond_cut
    return np.all(np.linalg.matrix_power(link, atoms) > 0)


def is_minimum(x, h=1e-4):
    """All modes except six rigid motions must have positive curvature."""
    hess = np.array([(energy_gradient(x + h * u)[1] - energy_gradient(x - h * u)[1])
                     / (2 * h) for u in np.eye(3 * atoms)])
    return np.linalg.eigvalsh((hess + hess.T) / 2)[6] > 1e-3


x_test = random_start()
step = 1e-5
numeric = [(energy_gradient(x_test + step * u)[0] - energy_gradient(x_test - step * u)[0])
           / (2 * step) for u in np.eye(3 * atoms)]
assert np.allclose(numeric, energy_gradient(x_test)[1], rtol=1e-5, atol=1e-4)

survey, short = 400, 40
minima, labels, discarded = [], [], 0
while len(labels) < survey:
    run = minimize(energy_gradient, random_start(), jac=True, method="L-BFGS-B",
                   options={"ftol": 1e-15, "gtol": 1e-6, "maxiter": 1000})
    r = np.sort(distances(run.x))
    if np.abs(run.jac).max() > 1e-4 or not connected(distances(run.x)):
        discarded += 1
        continue
    match = next((i for i, (e, s) in enumerate(minima)
                  if abs(e - run.fun) < 1e-4 and np.abs(s - r).max() < 0.02), None)
    if match is None:
        if not is_minimum(run.x):
            discarded += 1
            continue
        minima.append((run.fun, r))
        match = len(minima) - 1
    labels.append(match)
labels = np.array(labels)
counts = np.bincount(labels, minlength=len(minima))
energies = np.array([m[0] for m in minima])
order = np.argsort(energies)
lowest = order[0]

# ---- short search, compared with the later runs
w_short = len(set(labels[:short]))
short_result = bayes_formulas(short, w_short)
assert np.allclose(short_result, bayes_by_sum(short, w_short), rtol=1e-5)
single_short = np.sum(np.bincount(labels[:short]) == 1)
later_new = np.mean(~np.isin(labels[short:], labels[:short]))
w_all = len(minima)
full_result = bayes_formulas(survey, w_all)
single_all = np.sum(counts == 1)

# ---- trials needed, checked on separate blocks of real relaxations
p_low = counts[lowest] / survey
p_rare = counts.min() / survey
n95 = trials_needed(p_low, 0.95)
blocks = survey // n95
block_hits = np.mean(np.any(
    labels[:blocks * n95].reshape(blocks, n95) == lowest, axis=1))
predicted = 1 - (1 - p_low)**n95
sigma = math.sqrt(predicted * (1 - predicted) / blocks)
assert abs(block_hits - predicted) < 5 * sigma + 1 / blocks

# ---- sequential stopping rule: expected unseen minima at most 1/2
stop = None
for n in range(1, survey + 1):
    w = len(set(labels[:n]))
    if n >= w + 4 and bayes_formulas(n, w)[0] <= 0.5:
        stop = (n, w)
        break

print("TRIALS FORMULA (p = hit probability per trial)")
for p in (0.01, 0.05, 0.2):
    print(f"p={p}: N(95%)={trials_needed(p, .95)}, N(99%)={trials_needed(p, .99)}, "
          f"L/p at 95%={-math.log(.05) / p:.2f} trials")
print("PRIOR TEST, n=30 trials, w=5 minima")
print(f"unseen minima: formula {prior_case[0]:.3f}, simulated {sim_unseen:.3f}")
print(f"unseen probability: formula {prior_case[3]:.4f}, simulated {sim_volume:.4f}")
print(f"MEAN ESTIMATE OF K, true K={k_true}, n={n_test} trials")
print(f"equal {est_equal:.1f}, flat-simplex {est_flat:.1f}, "
      f"geometric (ratio 0.7) {est_geo:.1f} minima")
print(f"geometric: mean f1/n {singleton_mean:.4f}, exact sum {singleton_exact:.4f}")
print("MORSE CLUSTER")
print(f"atoms {atoms}, depth {depth} eV, pair distance {r_pair} angstrom, "
      f"inverse range {alpha} 1/angstrom")
print(f"start sphere radius {radius} angstrom, least start distance {min_start} angstrom")
print(f"retained runs {survey}, discarded runs {discarded}, distinct minima {w_all}")
print(f"lowest energy found {energies[lowest]:.4f} eV")
for rank, i in enumerate(order[:16], 1):
    print(f"minimum {rank}: {energies[i] - energies[lowest]:.4f} eV above lowest, "
          f"{counts[i]} hits")
print(f"SHORT SEARCH: n={short} trials, w={w_short} minima, {short - w_short} repeats")
print(f"expected unseen {short_result[0]:.3f}, standard deviation {short_result[1]:.3f} minima")
print(f"expected total K {w_short + short_result[0]:.3f} minima")
print(f"probability none missing {short_result[2]:.4f}")
print(f"unseen probability Q {short_result[3]:.4f}, singleton fraction "
      f"{single_short / short:.4f} ({single_short} singletons)")
print(f"fraction of later {survey - short} runs in new minima {later_new:.4f}")
print(f"FULL SURVEY: expected unseen {full_result[0]:.3f} minima, "
      f"probability none missing {full_result[2]:.4f}")
print(f"unseen probability Q {full_result[3]:.5f}, singleton fraction "
      f"{single_all / survey:.5f} ({single_all} singletons)")
print(f"lowest minimum: p={p_low:.4f}, N(95%)={n95}, N(99%)={trials_needed(p_low, .99)} trials")
print(f"blocks of {n95} runs: {blocks}, with a hit {block_hits:.4f}, predicted {predicted:.4f}")
print(f"rarest seen minimum: p={p_rare:.4f}, N(95%)={trials_needed(p_rare, .95)}, "
      f"N(99%)={trials_needed(p_rare, .99)} trials")
print(f"rule U<=1/2 for w={w_all}: n={2 * w_all**2 + 3 * w_all + 2} trials")
n_volume = next(n for n in range(w_all + 2, 10**6)
                if w_all * (w_all + 1) / (n * (n - 1)) <= 0.01)
print(f"rule Q<=0.01 for w={w_all}: n={n_volume} trials")
if stop is None:
    print(f"sequential rule U<=1/2: not reached in {survey} trials")
else:
    print(f"sequential rule U<=1/2: stops at n={stop[0]} trials, w={stop[1]} minima, "
          f"probability none missing {bayes_formulas(*stop)[2]:.4f}")
print("verified")
```

It prints:

```
TRIALS FORMULA (p = hit probability per trial)
p=0.01: N(95%)=299, N(99%)=459, L/p at 95%=299.57 trials
p=0.05: N(95%)=59, N(99%)=90, L/p at 95%=59.91 trials
p=0.2: N(95%)=14, N(99%)=21, L/p at 95%=14.98 trials
PRIOR TEST, n=30 trials, w=5 minima
unseen minima: formula 1.304, simulated 1.332
unseen probability: formula 0.0345, simulated 0.0344
MEAN ESTIMATE OF K, true K=30, n=60 trials
equal 48.2, flat-simplex 32.0, geometric (ratio 0.7) 12.7 minima
geometric: mean f1/n 0.0464, exact sum 0.0467
MORSE CLUSTER
atoms 8, depth 0.5 eV, pair distance 2.5 angstrom, inverse range 2.4 1/angstrom
start sphere radius 3.0 angstrom, least start distance 1.5 angstrom
retained runs 400, discarded runs 0, distinct minima 7
lowest energy found -9.6637 eV
minimum 1: 0.0000 eV above lowest, 243 hits
minimum 2: 0.0828 eV above lowest, 61 hits
minimum 3: 0.3414 eV above lowest, 13 hits
minimum 4: 0.4617 eV above lowest, 1 hits
minimum 5: 0.4932 eV above lowest, 36 hits
minimum 6: 0.5022 eV above lowest, 37 hits
minimum 7: 0.5107 eV above lowest, 9 hits
SHORT SEARCH: n=40 trials, w=5 minima, 35 repeats
expected unseen 0.909, standard deviation 1.130 minima
expected total K 5.909 minima
probability none missing 0.4622
unseen probability Q 0.0192, singleton fraction 0.0250 (1 singletons)
fraction of later 360 runs in new minima 0.0278
FULL SURVEY: expected unseen 0.143 minima, probability none missing 0.8690
unseen probability Q 0.00035, singleton fraction 0.00250 (1 singletons)
lowest minimum: p=0.6075, N(95%)=4, N(99%)=5 trials
blocks of 4 runs: 100, with a hit 0.9500, predicted 0.9763
rarest seen minimum: p=0.0025, N(95%)=1197, N(99%)=1840 trials
rule U<=1/2 for w=7: n=121 trials
rule Q<=0.01 for w=7: n=76 trials
sequential rule U<=1/2: stops at n=92 trials, w=6 minima, probability none missing 0.6301
verified
```
